**Dyall's Hamiltonian and the MP2 limit of NEVPT2 on a six-site chain**

Dyall's Hamiltonian H^D has every CASCI state as an eigenfunction with its CASCI energy E, and the second-order energy E2 built on it becomes the closed-shell MP2 energy when there are no active orbitals and the reference is the canonical Hartree-Fock determinant. In the program, `eps` are the core and virtual orbital energies, `h_eff` is the one-electron matrix with the core field, `C` is the constant in H^D, and `g[p,q,r,s]` is (pq|rs). All operators are built as explicit Fock-space matrices for six electrons in six orbitals. The program asserts the eigenvalue equation for all four CASCI roots in the S_z = 0 sector, also with arbitrary `eps`, and asserts that it fails when the core field is left out. It also asserts that `eps` are spin-averaged attachment and removal energies, and that uncontracted E2 agrees with the second-order coefficient of numerically differentiated eigenvalues of H^D + x(H − H^D). With two active orbitals the output gives E2 = −0.03269 hartree strongly contracted and −0.03271 hartree uncontracted. Without active orbitals both forms and the MP2 formula give −0.03150 hartree. For a determinant with deliberately mixed orbitals, the program asserts that a singles term must be added, which the output gives as −0.0043 hartree.

## Check in Python

```python
"""Dyall's Hamiltonian and the MP2 limit of NEVPT2, tested in Fock space.

Result under test: for core orbitals i,j, active a,b and virtual r,s,
  HD = C + sum_i eps_i E_ii + sum_r eps_r E_rr + H_active(h_eff, g)
has every CASCI state as eigenfunction with its CASCI energy, if
  h_eff = h + sum_j [2(ab|jj) - (aj|jb)]
  C = E_rep + 2 sum_i h_ii + sum_ij [2(ii|jj)-(ij|ji)] - 2 sum_i eps_i.
Without active orbitals and with canonical Hartree-Fock orbitals the
second-order energy built on HD is the closed-shell MP2 energy.
E_pq: spin-summed excitation operator; g[p,q,r,s] = (pq|rs);
eps: orbital energies; E_rep: constant repulsion of the site charges.
The model is a six-site chain with six electrons, energies in hartree.
"""
import numpy as np
from scipy import constants
from scipy.sparse import csr_matrix, identity

NORB, NPAIR = 6, 3
DIM = 1 << (2 * NORB)
HARTREE_EV = constants.value("Hartree energy in eV")

# Fock space: bit 2p is orbital p with spin up, bit 2p+1 with spin down
states = np.arange(DIM)
bits = (states[:, None] >> np.arange(2 * NORB)) & 1


def annihilator(k):
    full = states[bits[:, k] == 1]
    sign = 1.0 - 2.0 * (bits[full, :k].sum(axis=1) % 2)
    return csr_matrix((sign, (full ^ (1 << k), full)), shape=(DIM, DIM))


lower = [annihilator(k) for k in range(2 * NORB)]
E = [[(lower[2 * p].T @ lower[2 * q]
       + lower[2 * p + 1].T @ lower[2 * q + 1]).tocsr()
      for q in range(NORB)] for p in range(NORB)]
ONE = identity(DIM, format="csr")
sector = np.flatnonzero((bits[:, ::2].sum(axis=1) == NPAIR)
                        & (bits[:, 1::2].sum(axis=1) == NPAIR))
occ = bits[sector, ::2] + bits[sector, 1::2]


def in_sector(operator):
    return operator[sector][:, sector].toarray()


def many_body(h, g, const, orbs):
    """const + sum h E_pq + 1/2 sum g (E_pq E_rs - delta_qr E_ps)."""
    total = const * ONE
    for p in orbs:
        for q in orbs:
            one = h[p, q] - 0.5 * sum(g[p, r, r, q] for r in orbs)
            inner = one * ONE
            for r in orbs:
                for s in orbs:
                    inner = inner + 0.5 * g[p, q, r, s] * E[r][s]
            total = total + E[p][q] @ inner
    return total.tocsr()


def fock(h, g, gamma):
    return (h + np.einsum("pqtu,tu->pq", g, gamma)
            - 0.5 * np.einsum("putq,tu->pq", g, gamma))


# Model parameters and integrals in the site basis
U, T_STRONG, T_WEAK = 0.40, 0.12, 0.08
site_energy = np.array([0.00, 0.02, -0.01, 0.03, -0.02, 0.01])
place = np.arange(NORB)
repulsion = U / (1.0 + abs(place[:, None] - place[None, :]))
E_rep = np.triu(repulsion, 1).sum()
h_site = np.diag(site_energy - repulsion.sum(axis=1) + U)
for p in range(NORB - 1):
    h_site[p, p + 1] = h_site[p + 1, p] = -(T_STRONG if p % 2 == 0 else T_WEAK)


def integrals(orbitals):
    h = orbitals.T @ h_site @ orbitals
    pair = np.einsum("ap,aq->apq", orbitals, orbitals)
    g = np.einsum("apq,ab,brs->pqrs", pair, repulsion, pair, optimize=True)
    return h, g


def hartree_fock():
    g = integrals(np.eye(NORB))[1]
    density = np.eye(NORB)
    for _ in range(500):
        orbitals = np.linalg.eigh(fock(h_site, g, density))[1]
        new = 2.0 * orbitals[:, :NPAIR] @ orbitals[:, :NPAIR].T
        density = 0.5 * (density + new)
    assert abs(new - density).max() < 1e-11
    return orbitals


class Reference:
    """CASCI in given orbitals, core and virtual blocks of f diagonal."""

    def __init__(self, orbitals, ncore, nact):
        self.core = list(range(ncore))
        self.act = list(range(ncore, ncore + nact))
        self.virt = list(range(ncore + nact, NORB))
        energies = []
        for _ in range(2):
            self.h, self.g = integrals(orbitals)
            self.H_full = many_body(self.h, self.g, E_rep, range(NORB))
            self.H = in_sector(self.H_full)
            self.cas = np.flatnonzero((occ[:, self.core] == 2).all(axis=1)
                                      & (occ[:, self.virt] == 0).all(axis=1))
            self.roots, vecs = np.linalg.eigh(
                self.H[np.ix_(self.cas, self.cas)])
            self.vectors = np.zeros((len(sector), len(self.cas)))
            self.vectors[self.cas] = vecs
            self.psi = self.vectors[:, 0]
            self.psi_full = np.zeros(DIM)
            self.psi_full[sector] = self.psi
            gamma = np.array([[self.psi_full @ (E[p][q] @ self.psi_full)
                               for q in range(NORB)] for p in range(NORB)])
            self.f = fock(self.h, self.g, gamma)
            turn = np.eye(NORB)
            for block in (self.core, self.virt):
                cut = np.ix_(block, block)
                turn[cut] = np.linalg.eigh(self.f[cut])[1]
            orbitals = orbitals @ turn
            energies.append(self.roots[0])
        assert abs(energies[0] - energies[1]) < 1e-11
        for block in (self.core, self.virt):
            part = self.f[np.ix_(block, block)]
            assert abs(part - np.diag(np.diag(part))).max() < 1e-10
        self.eps = np.diag(self.f).copy()
        self.energy = self.roots[0]


def dyall(ref, eps, core_field=True):
    h, g, core = ref.h, ref.g, ref.core
    h_eff = h.copy()
    if core_field:
        for j in core:
            h_eff += 2.0 * g[:, :, j, j] - g[:, j, j, :]
    core_energy = E_rep + sum(2.0 * h[i, i] for i in core) + sum(
        2.0 * g[i, i, j, j] - g[i, j, j, i] for i in core for j in core)
    const = core_energy - 2.0 * sum(eps[i] for i in core)
    operator = many_body(h_eff, g, const, ref.act)
    for p in ref.core + ref.virt:
        operator = operator + eps[p] * E[p][p]
    return in_sector(operator.tocsr()), const, core_energy


def second_order(ref, HD):
    """For each set of inactive occupations: norm, gaps and energies."""
    groups = {}
    for n, row in enumerate(occ[:, ref.core + ref.virt]):
        groups.setdefault(tuple(int(x) for x in row), []).append(n)
    home = (2,) * len(ref.core) + (0,) * len(ref.virt)
    coupling = ref.H @ ref.psi
    result = {}
    for key, index in groups.items():
        w = coupling[index]
        norm = w @ w
        if key == home or norm < 1e-18:
            continue
        gap = HD[np.ix_(index, index)] - ref.energy * np.eye(len(index))
        mean = w @ gap @ w / norm
        result[key] = dict(norm=norm, mean=mean, sc=-norm / mean,
                           uc=-w @ np.linalg.solve(gap, w),
                           lowest=np.linalg.eigvalsh(gap)[0],
                           spread=abs(gap - mean * np.eye(len(index))).max(),
                           holes=2 * len(ref.core) - sum(key[:len(ref.core)]),
                           particles=sum(key[len(ref.core):]))
    return result


def total(result, name):
    return sum(item[name] for item in result.values())


def by_differentiation(ref, HD, step=0.01):
    """Second-order coefficient of the exact eigenvalue of HD + x(H-HD)."""
    def level(x):
        values, vectors = np.linalg.eigh(HD + x * (ref.H - HD))
        return values[np.argmax(abs(ref.psi @ vectors))]

    def quotient(s):
        return (level(s) + level(-s) - 2.0 * level(0.0)) / (2.0 * s * s)
    return (4.0 * quotient(step) - quotient(2.0 * step)) / 3.0


def mp2_terms(ref):
    e, g = ref.eps, ref.g
    doubles = -sum(g[i, r, j, s] * (2 * g[i, r, j, s] - g[i, s, j, r])
                   / (e[r] + e[s] - e[i] - e[j])
                   for i in ref.core for j in ref.core
                   for r in ref.virt for s in ref.virt)
    singles = -sum(2.0 * ref.f[r, i] ** 2 / (e[r] - e[i])
                   for i in ref.core for r in ref.virt)
    return doubles, singles


# Part 1: two core, two active and two virtual orbitals
hf_orbitals = hartree_fock()
cas = Reference(hf_orbitals, 2, 2)
HD, const, core_energy = dyall(cas, cas.eps)
residuals = np.linalg.norm(HD @ cas.vectors - cas.vectors * cas.roots, axis=0)
assert residuals.max() < 1e-10
outside = np.setdiff1d(np.arange(len(sector)), cas.cas)
assert abs(HD[np.ix_(outside, cas.cas)]).max() < 1e-12
block = np.ix_(cas.cas, cas.cas)
assert abs(HD[block] - cas.H[block]).max() < 1e-11
true_residual = np.linalg.norm(cas.H @ cas.psi - cas.energy * cas.psi)
assert true_residual > 1e-3

# Any inactive energies will do, but the core field may not be left out
other_eps = np.random.default_rng(7).uniform(-1.0, 1.0, NORB)
HD_other, const_other, _ = dyall(cas, other_eps)
other_residual = np.linalg.norm(
    HD_other @ cas.vectors - cas.vectors * cas.roots, axis=0).max()
assert other_residual < 1e-10
HD_bare = dyall(cas, cas.eps, core_field=False)[0]
image = HD_bare @ cas.psi
bare_residual = np.linalg.norm(image - (cas.psi @ image) * cas.psi)
assert bare_residual > 1e-4

# Orbital energies as energies of electron attachment and removal
for p in cas.core + cas.virt:
    energy = 0.0
    for spin in (0, 1):
        a = lower[2 * p + spin]
        vector = (a if p in cas.core else a.T) @ cas.psi_full
        energy += 0.5 * (vector @ (cas.H_full @ vector))
    change = energy - cas.energy
    expected = -cas.eps[p] if p in cas.core else cas.eps[p]
    assert abs(change - expected) < 1e-10
spin_lower = sum(lower[2 * p + 1].T @ lower[2 * p] for p in range(NORB))
spin_square = np.linalg.norm(spin_lower @ cas.psi_full) ** 2
assert spin_square < 1e-10

# Second order with active orbitals
pt = second_order(cas, HD)
assert min(item["lowest"] for item in pt.values()) > 0.0
assert all(item["uc"] <= item["sc"] + 1e-12 for item in pt.values())
assert abs(total(pt, "norm") - true_residual ** 2) < 1e-11
cas_sc, cas_uc = total(pt, "sc"), total(pt, "uc")
assert cas_sc - cas_uc > 1e-8
cas_numeric = by_differentiation(cas, HD)
assert abs(cas_numeric - cas_uc) < 1e-7
classes = sorted({(v["holes"], v["particles"]) for v in pt.values()})
assert len(classes) == 8

# Part 2: no active orbitals, canonical Hartree-Fock reference
hf = Reference(hf_orbitals, 3, 0)
HD0, const0, _ = dyall(hf, hf.eps)
brillouin = abs(hf.f[np.ix_(hf.virt, hf.core)]).max()
assert brillouin < 1e-10
assert np.linalg.norm(HD0 @ hf.psi - hf.energy * hf.psi) < 1e-10
pt0 = second_order(hf, HD0)
assert all(v["holes"] == v["particles"] == 2 for v in pt0.values())
assert min(v["lowest"] for v in pt0.values()) > 0.0
assert max(v["spread"] for v in pt0.values()) < 1e-10
for i in hf.core:
    for j in range(i, NPAIR):
        for r in hf.virt:
            for s in range(r, NORB):
                key = [2] * NPAIR + [0] * NPAIR
                for hole in (i, j):
                    key[hole] -= 1
                for particle in (r, s):
                    key[particle] += 1
                A, B = hf.g[i, r, j, s], hf.g[i, s, j, r]
                norm = 4 * (A * A + B * B - A * B) / (
                    (1 + (i == j)) * (1 + (r == s)))
                gap = hf.eps[r] + hf.eps[s] - hf.eps[i] - hf.eps[j]
                found = pt0.get(tuple(key))
                assert abs((found["norm"] if found else 0.0) - norm) < 1e-11
                if found:
                    assert abs(found["mean"] - gap) < 1e-9
mp2, hf_singles = mp2_terms(hf)
hf_sc, hf_uc = total(pt0, "sc"), total(pt0, "uc")
hf_numeric = by_differentiation(hf, HD0)
assert abs(hf_sc - mp2) < 1e-10 and abs(hf_uc - mp2) < 1e-10
assert abs(hf_numeric - mp2) < 1e-7 and abs(hf_singles) < 1e-15

# A determinant that is not the Hartree-Fock one acquires singles
angle = 0.10
mixed = hf_orbitals.copy()
mixed[:, 2] = np.cos(angle) * hf_orbitals[:, 2] + np.sin(angle) * hf_orbitals[:, 3]
mixed[:, 3] = np.cos(angle) * hf_orbitals[:, 3] - np.sin(angle) * hf_orbitals[:, 2]
bad = Reference(mixed, 3, 0)
HD1 = dyall(bad, bad.eps)[0]
bad_sc = total(second_order(bad, HD1), "sc")
bad_doubles, bad_singles = mp2_terms(bad)
assert bad_singles < -1e-5
assert abs(bad_sc - bad_doubles - bad_singles) < 1e-10
exact = np.linalg.eigvalsh(cas.H)[0]
assert abs(exact - np.linalg.eigvalsh(hf.H)[0]) < 1e-10

# Numbers for the text (Eh = hartree)
print(f"on-site repulsion U, strong, weak hopping: {U:.2f} {T_STRONG:.2f} {T_WEAK:.2f} Eh")
print("site energies:", " ".join(f"{x:.2f}" for x in site_energy), "Eh")
print("repulsion at distance 0..5:", " ".join(f"{x:.4f}" for x in repulsion[0]), "Eh")
print(f"site-charge repulsion E_rep: {E_rep:.6f} Eh")
print(f"determinants, N=6 Sz=0: {len(sector)}; in CAS: {len(cas.cas)}")
print(f"exact ground energy: {exact:.6f} Eh")
print("--- partition 2 core / 2 active / 2 virtual ---")
print("eps core 1,2:", " ".join(f"{cas.eps[p]:.6f}" for p in cas.core), "Eh")
print("eps virtual 5,6:", " ".join(f"{cas.eps[p]:.6f}" for p in cas.virt), "Eh")
print(f"core energy E_core: {core_energy:.6f} Eh")
print(f"constant C: {const:.6f} Eh")
print(f"active-part eigenvalue E_CASCI-E_core: {cas.energy - core_energy:.6f} Eh")
print("CASCI roots:", " ".join(f"{x:.6f}" for x in cas.roots), "Eh")
print("<psi|HD|psi> for them:", " ".join(
    f"{v @ HD @ v:.6f}" for v in cas.vectors.T), "Eh")
print(f"largest residual norm of HD, all roots: {residuals.max():.1e} Eh")
print(f"residual norm of H, lowest root: {true_residual:.6f} Eh")
print("arbitrary eps core 1,2:", " ".join(f"{other_eps[p]:.4f}" for p in cas.core), "Eh")
print(f"constant C with arbitrary eps: {const_other:.6f} Eh")
print(f"largest residual with arbitrary eps: {other_residual:.1e} Eh")
print(f"residual without core field in h_eff: {bare_residual:.6f} Eh")
print("class (core holes, virtual electrons): strongly contracted, uncontracted E2")
for c in classes:
    members = [v for v in pt.values() if (v["holes"], v["particles"]) == c]
    print(f"  {c}: {sum(v['sc'] for v in members):.7f}  "
          f"{sum(v['uc'] for v in members):.7f} Eh")
print(f"smallest HD gap in coupled sets: {min(v['lowest'] for v in pt.values()):.6f} Eh")
print(f"E2 strongly contracted: {cas_sc:.7f} Eh = {cas_sc * HARTREE_EV:.5f} eV")
print(f"E2 uncontracted: {cas_uc:.7f} Eh")
print(f"E2 by differentiation: {cas_numeric:.7f} Eh")
print(f"CASCI + strongly contracted E2: {cas.energy + cas_sc:.6f} Eh")
print("--- partition 3 core / 0 active / 3 virtual ---")
print("canonical eps 1..6:", " ".join(f"{x:.6f}" for x in hf.eps), "Eh")
print(f"Hartree-Fock energy: {hf.energy:.6f} Eh; constant C: {const0:.6f} Eh")
print(f"largest core-virtual Fock element: {brillouin:.1e} Eh")
A, B = hf.g[1, 3, 2, 4], hf.g[1, 4, 2, 3]
sample = pt0[(2, 1, 1, 1, 1, 0)]
print(f"doubles 2,3->4,5: A=(24|35)={A:.7f}, B=(25|34)={B:.7f} Eh")
print(f"  its norm N: {sample['norm']:.4e} Eh^2; gap: {sample['mean']:.6f} Eh")
print(f"  its energy -N/gap: {sample['sc']:.4e} Eh")
print(f"E2 strongly contracted: {hf_sc:.9f} Eh")
print(f"E2 uncontracted: {hf_uc:.9f} Eh")
print(f"E2 by differentiation: {hf_numeric:.9f} Eh")
print(f"MP2 formula: {mp2:.9f} Eh = {mp2 * HARTREE_EV:.5f} eV")
print(f"Hartree-Fock + MP2: {hf.energy + mp2:.6f} Eh")
print(f"--- orbitals 3 and 4 mixed by {angle:.2f} rad, no active orbitals ---")
print(f"determinant energy: {bad.energy:.6f} Eh")
print(f"E2 strongly contracted: {bad_sc:.7f} Eh")
print(f"doubles formula: {bad_doubles:.7f} Eh; singles formula: {bad_singles:.7f} Eh")
print("checks complete")
```

Printed output:

```
on-site repulsion U, strong, weak hopping: 0.40 0.12 0.08 Eh
site energies: 0.00 0.02 -0.01 0.03 -0.02 0.01 Eh
repulsion at distance 0..5: 0.4000 0.2000 0.1333 0.1000 0.0800 0.0667 Eh
site-charge repulsion E_rep: 2.060000 Eh
determinants, N=6 Sz=0: 400; in CAS: 4
exact ground energy: -0.493209 Eh
--- partition 2 core / 2 active / 2 virtual ---
eps core 1,2: -0.083955 -0.029134 Eh
eps virtual 5,6: 0.435573 0.496618 Eh
core energy E_core: -0.348385 Eh
constant C: -0.122207 Eh
active-part eigenvalue E_CASCI-E_core: -0.093534 Eh
CASCI roots: -0.441919 -0.301044 -0.229541 -0.050834 Eh
<psi|HD|psi> for them: -0.441919 -0.301044 -0.229541 -0.050834 Eh
largest residual norm of HD, all roots: 4.0e-16 Eh
residual norm of H, lowest root: 0.164617 Eh
arbitrary eps core 1,2: 0.2502 0.7944 Eh
constant C with arbitrary eps: -2.437622 Eh
largest residual with arbitrary eps: 4.7e-16 Eh
residual without core field in h_eff: 0.010537 Eh
class (core holes, virtual electrons): strongly contracted, uncontracted E2
  (0, 1): -0.0010772  -0.0010787 Eh
  (0, 2): -0.0020199  -0.0020199 Eh
  (1, 0): -0.0008175  -0.0008185 Eh
  (1, 1): -0.0137268  -0.0137371 Eh
  (1, 2): -0.0038096  -0.0038103 Eh
  (2, 0): -0.0020383  -0.0020383 Eh
  (2, 1): -0.0038838  -0.0038846 Eh
  (2, 2): -0.0053196  -0.0053196 Eh
smallest HD gap in coupled sets: 0.388836 Eh
E2 strongly contracted: -0.0326927 Eh = -0.88961 eV
E2 uncontracted: -0.0327070 Eh
E2 by differentiation: -0.0327070 Eh
CASCI + strongly contracted E2: -0.474612 Eh
--- partition 3 core / 0 active / 3 virtual ---
canonical eps 1..6: -0.084364 -0.029234 0.050086 0.362695 0.435830 0.497061 Eh
Hartree-Fock energy: -0.437976 Eh; constant C: -0.310951 Eh
largest core-virtual Fock element: 1.8e-16 Eh
doubles 2,3->4,5: A=(24|35)=0.0288148, B=(25|34)=0.0193065 Eh
  its norm N: 2.5869e-03 Eh^2; gap: 0.777672 Eh
  its energy -N/gap: -3.3264e-03 Eh
E2 strongly contracted: -0.031499143 Eh
E2 uncontracted: -0.031499143 Eh
E2 by differentiation: -0.031499143 Eh
MP2 formula: -0.031499143 Eh = -0.85714 eV
Hartree-Fock + MP2: -0.469475 Eh
--- orbitals 3 and 4 mixed by 0.10 rad, no active orbitals ---
determinant energy: -0.432865 Eh
E2 strongly contracted: -0.0360063 Eh
doubles formula: -0.0317290 Eh; singles formula: -0.0042773 Eh
checks complete
```
